\section*{Why Mean-Field Theory Overestimates Second-Layer Nucleation on Small Islands}

\section*{Question}

During the growth of a two-dimensional channel material, adatoms that land on top of a monolayer island can meet and start an unwanted second layer. Mean-field theory takes the nucleation rate to be proportional to the square of the mean adatom density. On a small island whose edge is hard to cross, this gives too high a rate. Two adatoms must be on the island together, yet the mean number there is usually far below one. Why does the theory fail, is the low mean number to blame, and how large is the error?

\section*{What happens on the island}

Suppose that an adatom lands on an empty island. It wanders over the whole surface many times before it gets over the edge. Usually it leaves before another arrives. Occasionally a second adatom lands while the first is still there. The two are then trapped together, and they almost certainly meet. The slow step is the coincidence of two stays; the search that follows is quick.

Let $a$ be the number of adatoms arriving on the island per second, and $\tau$ the mean stay of a lone adatom. Without nucleation the mean number present is $\bar n=a\tau$. We assume that two adatoms form a stable nucleus when they first meet, and we define the nucleation rate $\Omega$ as the inverse of the mean time to the first nucleus, starting from an empty island.

Every nucleation needs an arrival that finds at least one adatom already present. Such arrivals occur at the rate $a\,\mathrm{Prob}(n\ge1)$. Since $\mathrm{Prob}(n\ge 1)\le\langle n\rangle$, and since nucleation can only lower the number of free adatoms,
\begin{equation}
\Omega\le a\bar n=a^2\tau .
\label{ceiling}
\end{equation}
However fast the adatoms diffuse, they cannot nucleate more often than this.

Mean-field theory does not respect this ceiling. We use its simplest form, in which the density is the one set by arrival and escape alone, $\bar n/A$. For an island of area $A$, diffusion coefficient $D$ and capture number $\sigma$, it gives
\begin{equation}
\Omega_{\rm MF}=\sigma D\left(\frac{\bar n}{A}\right)^2A
=\frac{\kappa}{2}\bar n^2,\qquad \kappa=\frac{2\sigma D}{A}.
\label{mf}
\end{equation}
Here $\kappa$ is the meeting rate of one pair. We fix it by letting $1/\kappa$ be the mean first-meeting time of two adatoms placed at random on a closed island. Putting one factor $\bar n=a\tau$ into Eq.~(\ref{mf}) gives $\Omega_{\rm MF}=(\kappa\tau/2)\,a\bar n$, which breaks the ceiling as soon as $\kappa\tau>2$.

\section*{Is the low mean number the cause?}

It is tempting to say that half an adatom cannot form a pair, so that squaring a mean below one must be wrong. For adatoms that do not react, this is not so. Let $P_n$ be the probability of finding $n$ of them. In the steady state, steps from $n-1$ to $n$ balance steps back:
\begin{equation}
aP_{n-1}=\frac{n}{\tau}P_n
\quad\Longrightarrow\quad
P_n=e^{-\bar n}\frac{\bar n^n}{n!}.
\end{equation}
The mean number of ordered pairs is therefore
\begin{equation}
\langle n(n-1)\rangle
=e^{-\bar n}\sum_{n\ge2}\frac{\bar n^n}{(n-2)!}
=\bar n^2 ,
\end{equation}
for any $\bar n$, however small. The rare moments with two adatoms present are correctly included in the square of the mean.

The error enters when meeting destroys the pair. Mean-field theory keeps the pair population of adatoms that pass through each other unharmed, and multiplies it by the meeting rate. In reality a trapped pair is removed at its first meeting, long before an escape would have ended it.

\section*{The rate from a balance of pairs}

Take $\bar n\ll1$, so that states with three adatoms can be neglected and $P_1\simeq\bar n$. Assume also that adatoms spread over the island quickly enough for one meeting rate $\kappa$ to describe a pair. Pairs form at the rate $aP_1$. They end by meeting, at rate $\kappa$, or by the escape of either adatom, at rate $2/\tau$:
\begin{equation}
a\bar n=P_2\left(\kappa+\frac{2}{\tau}\right)
\quad\Longrightarrow\quad
P_2=\frac{a\bar n\tau}{2+\kappa\tau}
=\frac{\bar n^2/2}{1+\kappa\tau/2}.
\label{p2}
\end{equation}
The last form uses $a\tau=\bar n$. Without reactions ($\kappa=0$) it returns $\bar n^2/2$, the mean-field pair number. The true rate is
\begin{equation}
\Omega=\kappa P_2=a\bar n\,p,\qquad
p=\frac{\kappa\tau}{2+\kappa\tau},
\label{true}
\end{equation}
where $p$ is the chance that a new pair meets at all. Dividing Eq.~(\ref{mf}) by $\Omega=\kappa P_2$ gives
\begin{equation}
\frac{\Omega_{\rm MF}}{\Omega}=1+\frac{\kappa\tau}{2}.
\label{ratio}
\end{equation}

For fast escape, $\kappa\tau\ll1$, the ratio in this well-mixed model tends to one: few pairs meet, and removing those few hardly changes the population. On a real island, adatoms that escape this fast may leave before they have spread over the surface, and one rate $\kappa$ then no longer describes a pair. For slow escape, $\kappa\tau\gg1$, we have $p\to1$ and $\Omega\to a^2\tau$. The diffusion coefficient then drops out of the meeting step and matters only through $\tau$.

Equation~(\ref{ratio}) also has a direct reading. Let the two adatoms meet once and then continue unharmed. Their remaining time together is $\tau/2$ on average, and in this well-mixed picture they meet $\kappa\tau/2$ more times. The ratio is thus the mean number of meetings of a pair that meets at least once. Mean-field theory counts each of them as a new nucleation.

A model that follows only the number of adatoms separates the two suspected causes. At $\bar n=0.001$ the overestimate is 1.010 for $\kappa\tau=0.02$ and 101 for $\kappa\tau=200$. At $\bar n=5$ it is 1.003 for $\kappa\tau=10^{-4}$ and about 1100 for $\kappa\tau=200$. Low occupation is therefore not sufficient for the failure. In the last case the island nucleates soon after the second arrival and never fills to its supposed mean of five, so the error lies in the density put into Eq.~(\ref{mf}). A rate equation that includes the loss by nucleation, $a=n/\tau+\kappa n^2$ with rate $\kappa n^2/2$, repairs this case: at $\kappa\tau=200$ its overestimate is only 1.08 for $\bar n=5$, but still 74 for $\bar n=0.001$. For very fast meeting it gives $a/2$, while the number-only model gives $a\bar n/(1+2\bar n)$, a ratio of $1+1/(2\bar n)$. A large failure of this self-consistent theory thus needs both conditions, $\bar n\ll1$ and $\kappa\tau\gg1$.

\section*{Adatoms that move from site to site}

The assumption of quick mixing can be removed. Let the island have $N$ sites on a triangular lattice, with $F$ arrivals per site per second, so that $a=FN$. An adatom hops at rate $w$ in each direction, and at rate $\alpha w$ across an outward edge bond. Site $x$ has $b_x$ such bonds, and $B=\sum_xb_x$. The mean occupation $n(x)$ of a lone adatom obeys
\begin{equation}
w\sum_{x'\sim x}[n(x')-n(x)]-\alpha w b_x n(x)+F=0,
\end{equation}
where $x'\sim x$ denotes neighbours on the island. Let $u(x,y)$ be the chance that adatoms at $x$ and $y$ meet before either escapes. Here meeting means occupying the same site, so $u(x,x)=1$. For $x\ne y$, averaging over the next hop gives
\begin{align}
0={}&w\sum_{x'\sim x}[u(x',y)-u(x,y)]
+w\sum_{y'\sim y}[u(x,y')-u(x,y)]\nonumber\\
&-\alpha w(b_x+b_y)u(x,y).
\end{align}
An adatom lands at $y$ while another is at $x$, so to leading order in $\bar n$
\begin{equation}
\Omega=F\sum_{x,y}n(x)u(x,y).
\label{spatial}
\end{equation}
This was tested against a master equation for all states with up to two adatoms, on 19 sites with $\alpha=0.02$ and $F=10^{-6}w$. The ratio of the rates was 0.9989.

The repeated meetings can be counted here too. Non-reacting adatoms are independent, so their total encounter rate is
\begin{equation}
\Omega_{\rm enc}=w\sum_{x}\sum_{y\sim x}n(x)n(y)+F\sum_xn(x).
\label{enc}
\end{equation}
The first term counts hops onto an occupied site and is the bare mean-field expression; the second counts direct landings on an adatom. New pairs form at the rate $a\bar n$, so $\Omega_{\rm enc}$ is $a\bar n$ times the mean number of encounters per pair, while $\Omega$ is $a\bar n$ times the chance of at least one. Their ratio is the mean number of encounters per meeting pair. On a 127-site island it is 1.8, 2.7, 9.1 and 71 for $\alpha=1$, 0.1, 0.01 and 0.001. The value at $\alpha=1$ shows that some quick returns occur even without an extra barrier. The steep rise comes from confinement. Because $\kappa$ is a first-meeting rate, Eq.~(\ref{ratio}) leaves out the quick returns. For the strong-barrier island treated below it gives a smaller overestimate than the bare count. With a weak barrier Eq.~(\ref{ratio}) does not apply, and the mean-field rate built on $\kappa$ can even fall below the true rate.

\section*{Why small islands are affected most}

With a strong barrier the adatom is almost equally likely to be on any site, so it leaves at the rate $1/\tau=\alpha wB/N$. On the triangular lattice with spacing $a_0$, the mean square displacement gives $4D=6wa_0^2$, and the site area is $A/N=\sqrt3a_0^2/2$. Hence $DN/A=\sqrt3\,w$, and
\begin{equation}
\tau\simeq\frac{N}{\alpha wB},\qquad
\frac{\kappa\tau}{2}=\frac{\sigma D\tau}{A}
\simeq\frac{\sqrt3\,\sigma}{\alpha B}.
\label{size}
\end{equation}
At fixed $\alpha$ and $\sigma$, the excess falls as the perimeter grows. For an island of radius $R$ at fixed flux, $a\propto R^2$ and $\tau\propto R$, so in the strong-barrier regime $\Omega\simeq a^2\tau\propto R^5$, whereas $\Omega_{\rm MF}\propto(a\tau)^2/A\propto R^4$ if the slow change of $\sigma$ with island size is ignored. Between 37 and 469 sites $\sigma$ falls from 1.8 to 1.3, which lowers the mean-field exponent to about 3.75.

\section*{An island 8 nm across}

Consider a hexagonal island of 469 sites with $B=150$ and $a_0=0.33$ nm, which is 7.9 nm from corner to corner. The temperature is 700 K ($k_{\rm B}T=0.0603$ eV), and one layer is deposited per hour. The hopping barrier is 0.9 eV, the extra edge barrier 0.5 eV, and the attempt rate $10^{13}$ s$^{-1}$. Then
\begin{align}
w&=10^{13}\,e^{-0.9/0.0603}\ {\rm s^{-1}}\simeq3.31\times10^6\ {\rm s^{-1}},\\
\alpha&=e^{-0.5/0.0603}\simeq2.51\times10^{-4},\\
a&=469/(3600\ {\rm s})=0.130\ {\rm s^{-1}}.
\end{align}
The lattice equations give $\tau=3.76$ ms, in agreement with Eq.~(\ref{size}), and $1/\kappa=31.0\ \mu$s. Adatoms arrive 7.7 s apart, so
\begin{equation}
\bar n=0.1303\times3.758\times10^{-3}=4.90\times10^{-4},\qquad
\kappa\tau=\frac{3758}{30.98}=121 .
\end{equation}
A new pair meets with probability $p=0.984$. The two rates are
\begin{align}
\Omega&=0.1303\times4.896\times10^{-4}\times0.9835\ {\rm s^{-1}}
=6.27\times10^{-5}\ {\rm s^{-1}},\\
\Omega_{\rm MF}&=\frac{(4.896\times10^{-4})^2}{2\times30.98\times10^{-6}\ {\rm s}}
=3.87\times10^{-3}\ {\rm s^{-1}}.
\end{align}
Mean-field theory is too high by a factor of 62, as $1+121.3/2$ predicts; with the loss by nucleation included in the mean-field density the factor is 55. At this fixed size the mean wait is 4.4 h, against a mean-field value of 4.3 min. The bare count of Eq.~(\ref{enc}), with its quick returns, exceeds the true rate by a factor of 153.

The error carries over to an edge barrier inferred from the nucleation rate at this island size. With all else fixed, $\Omega_{\rm MF}\propto\tau^2$, so a mean-field fit to the true rate needs a stay shorter by $\sqrt{\Omega_{\rm MF}/\Omega}$. Since $\tau\propto e^{E_{\rm edge}/k_{\rm B}T}$, the fitted edge barrier is too low by
\begin{equation}
\Delta E=\frac{k_{\rm B}T}{2}\ln\frac{\Omega_{\rm MF}}{\Omega}
=\frac{0.0603\ {\rm eV}}{2}\ln 61.7=0.12\ {\rm eV}.
\end{equation}

\section*{How far the numbers carry over}

The parameters are rough, assumed values in the regime of molecular-beam growth of transition-metal dichalcogenide monolayers; they do not describe one measured compound. Only the metal adatoms are followed; the chalcogen is assumed to be in ample supply and not to limit nucleation. The island stands for an early stage of growth, and the result depends strongly on the assumed edge barrier. Lowering it by 0.1 eV changes the overestimate to about 13, and raising it by 0.1 eV to about 320. A real edge is also not uniform. One barrier-free bond among the 150, placed next to a corner, cuts $\tau$ to 0.23 ms and the overestimate to 4.8 (4.6 at mid-edge, 5.1 at a corner), so a single good exit removes most of the effect.

The definition of contact matters less for the true rate. If adatoms already react as neighbours, $\Omega$ rises by 0.7\%, because nearly every pair met anyway. The mean-field rate follows the larger $\kappa$, and the overestimate becomes 106.

Desorption at an assumed barrier of 2.0 eV is $1.5\times10^{-4}$ of the edge escape rate; the two would be equal at 1.47 eV. Adatoms climbing up from a capture zone ten times the island area, if they face the same extra barrier and can otherwise attach to the island edge without a barrier beyond that for hopping, add about 0.3\% to the direct arrivals. Hindered attachment would raise this share. The assumption of a stable pair is more demanding: a dimer needs a bond of roughly 1.1 eV for an even chance of lasting unbroken until the next arrival. This is not a sharp limit, because the adatoms of a broken dimer are still trapped and meet again with probability 0.993. Counting these returns, a bond of about 0.8 eV already gives the pair an even chance of being present at the next arrival. For weaker bonds $\Omega$ is an upper bound, since no nucleus can form before the first meeting.

Finally, the island does not wait at fixed size. If the same capture zone alone supplies the growth, the island's area increases by 10\% in about 36 s. The chance of nucleation in that time, with the rates held fixed, is 0.2\%, against 13\% in mean-field theory. The 4.4 h therefore expresses a rate at one size and does not predict when the second layer appears. The numerical output below lists most of these values.

\section*{Calculated quantities}
\begin{verbatim}
Master equation / pair formula, rate ratio: 0.9989
Encounters per pair, walks and theory: 2.454, 2.437
Poisson check at nbar 0.1, <n(n-1)>: 0.01000
Number-only chain, mean-field rate / true rate:
  nbar 0.001, kappa*tau 0.02: 1.010
  nbar 0.001, kappa*tau 200: 101.2
  nbar 5, kappa*tau 0.0001: 1.003
  nbar 5, kappa*tau 200: 1118
Encounters per meeting pair, 127-site island:
  alpha 1: 1.83
  alpha 0.1: 2.66
  alpha 0.01: 9.06
  alpha 0.001: 71.24
Temperature: 700 K; kT: 0.0603 eV
Hopping barrier: 0.9 eV; extra edge barrier: 0.5 eV
Attempt rate: 1e+13 1/s; time per layer: 3600 s
Lattice constant: 0.33 nm; corner to corner: 7.92 nm
Island sites: 469; outward edge bonds: 150
Hop rate per direction w: 3.313e+06 1/s; alpha: 2.513e-04
Arrival rate a: 0.1303 1/s; time between arrivals: 7.68 s
Lone-adatom stay tau: 3.758 ms
Closed-island meeting time 1/kappa: 30.98 us
Meeting time, one adatom at edge: 31.46 us
Mean adatom number nbar: 4.896e-04
kappa*tau: 121.3; 1+kappa*tau/2: 61.7
Meeting probability p: 0.9835
Ceiling a*nbar: 6.378e-05 1/s
True nucleation rate: 6.273e-05 1/s
Mean-field nucleation rate: 3.869e-03 1/s
Mean-field overestimate: 61.7
Encounters per meeting pair in example: 153.4
Mean wait, true: 15940 s = 4.43 h
Mean wait, mean-field: 258 s = 4.31 min
Edge barrier underestimated by fit: 0.124 eV
Neglected effects:
  one edge gap: tau 0.234 ms, p 0.785
  one edge gap: overestimate 4.81
  neighbour contact: true rate changes by 0.68 %
  neighbour contact: overestimate 106.2
  edge barrier 0.1 eV lower: overestimate 12.6
  edge barrier 0.1 eV higher: overestimate 319
  desorption/escape at 2.0 eV: 1.5e-04
  desorption equals escape at: 1.47 eV
  dimer bond to outlast next arrival: 1.14 eV
  climbing/direct arrivals, capture zone 10x: 2.5e-03
  time for 10 % area growth, same zone: 36 s
  nucleation chance in that time, true: 2.26e-03
  nucleation chance, mean-field: 1.30e-01
\end{verbatim}
